# Recursive Current Cumulants from the Counting-Field Liouvillian

## 1. Definitions and conventions

A finite system obeys a time-independent Markovian master equation \(\dot\rho=L\rho\). The state \(\rho\) is a column vector of dimension \(d\), holding populations and, in the quantum case, coherences. The row vector \(\langle1|\) has ones at the populations and zeros at the coherences, so that \(\langle1|\rho\rangle=1\). Trace conservation means \(\langle1|L=0\).

Assume that zero is a simple eigenvalue of \(L\), with stationary state \(p\), \(Lp=0\), \(\langle1|p\rangle=1\), and that all other eigenvalues have real parts at or below \(-g\), with gap \(g>0\).

Let \(N\) be the number of electrons transferred since \(t=0\), and let \(J_k\) be the part of \(L\) that changes \(N\) by the integer \(k\neq0\). With a real counting field \(\chi\),

\[
L(\chi)=L+\sum_k(e^{k\chi}-1)J_k,\qquad
L_m\equiv\left.\frac{d^mL}{d\chi^m}\right|_0=\sum_k k^mJ_k\quad(m\ge1).
\]

The leading eigenvalue \(\lambda(\chi)\) is the branch that starts at \(\lambda(0)=0\). The cumulant rates are \(c_n=\lim_{t\to\infty}\langle\langle N^n\rangle\rangle/t\). If the field enters as \(e^{ik\chi}\), each derivative acquires a factor \(i\), which must be divided out.

Two projectors are needed, \(P=|p\rangle\langle1|\) and \(Q=1-P\). The pseudoinverse \(R\) is the group (Drazin) inverse, defined by

\[
LR=RL=Q,\qquad RP=PR=0 .
\]

## 2. Why the eigenvalue generates the cumulants

Let \(\rho_n(t)\) be the part of the state for which \(N=n\). A jump of size \(k\) feeds \(\rho_n\) from \(\rho_{n-k}\):

\[
\dot\rho_n=\Big(L-\sum_kJ_k\Big)\rho_n+\sum_kJ_k\rho_{n-k}.
\]

Multiply by \(e^{n\chi}\) and sum over \(n\). Since \(e^{n\chi}=e^{k\chi}e^{(n-k)\chi}\), the sum \(\sum_ne^{n\chi}\rho_n\) evolves with \(L(\chi)\), and

\[
\langle e^{\chi N}\rangle=\langle1|e^{L(\chi)t}|\rho(0)\rangle .
\]

Near \(\chi=0\) the leading eigenvalue stays simple and separated from the others. Let \(v(\chi)\) and \(w(\chi)\) be its right and left eigenvectors, with \(\langle1|v\rangle=\langle w|v\rangle=1\). Then

\[
\ln\langle e^{\chi N}\rangle=t\lambda(\chi)+\ln\langle w(\chi)|\rho(0)\rangle+\text{(exponentially small in }t).
\]

The remainder is analytic and uniformly small in a small complex disc around zero, so its derivatives at zero are small too. Differentiating \(n\) times and dividing by \(t\) removes the constant term as \(t\to\infty\). Hence \(c_n=\lambda^{(n)}(0)\).

## 3. The recursion

Insert \(v(\chi)=\sum_n v_n\chi^n/n!\) and \(\lambda(\chi)=\sum_n c_n\chi^n/n!\), with \(v_0=p\) and \(c_0=0\), into \(L(\chi)v(\chi)=\lambda(\chi)v(\chi)\). The \(n\)th derivative at zero, with the \(m=0\) term kept on the left, is

\[
Lv_n=b_n,\qquad b_n=\sum_{m=1}^n\binom nm(c_m-L_m)v_{n-m}. \tag{1}
\]

The normalization \(\langle1|v(\chi)\rangle=1\) gives \(\langle1|v_j\rangle=0\) for \(j\ge1\). Apply \(\langle1|\) to (1). The left side vanishes, and among the terms with \(c_m\) the one with \(m=n\) survives:

\[
c_n=\sum_{m=1}^n\binom nm\langle1|L_m|v_{n-m}\rangle. \tag{2}
\]

Apply \(R\) to (1). Since \(RLv_n=Qv_n=v_n-p\langle1|v_n\rangle=v_n\),

\[
v_n=Rb_n. \tag{3}
\]

Equation (2) needs vectors up to \(v_{n-1}\), and (3) then needs \(c_1,\dots,c_n\), so the two alternate. The first two orders, using \(Rp=0\), are

\[
c_1=\langle1|L_1|p\rangle,\qquad
c_2=\langle1|L_2|p\rangle-2\langle1|L_1RL_1|p\rangle .
\]

The inverse has a direct meaning:

\[
R=-\int_0^\infty(e^{Lt}-P)\,dt .
\]

Indeed, \(L\) times the right side is \(-[e^{Lt}]_0^\infty=1-P=Q\), because \(LP=0\); the order of the factors does not matter, and \(P\) annihilates the integrand from either side. Thus \(R\) sums up the memory of a past jump. For one-way counting with a single operator \(J\),

\[
c_2=c_1+2\int_0^\infty\left[\langle1|Je^{Lt}J|p\rangle-c_1^2\right]dt .
\]

## 4. Which pseudoinverse

A library routine usually supplies the Moore–Penrose inverse \(L^+\). It is not \(R\), but

\[
R=QL^+Q .
\]

To see this, note that \(LQ=L\) and \(QL=L\). The product \(LL^+\) projects onto the range of \(L\), which is the set of traceless vectors, the range of \(Q\); hence \(L(QL^+Q)=LL^+Q=Q\). In the other order, \(L^+L=1-pp^\dagger/(p^\dagger p)\), and \(Qp=0\), so \((QL^+Q)L=QL^+L=Q\).

With bare \(L^+\), the first-order solution of (1) is orthogonal to \(p\) instead of traceless. It is \(v_1+ap\), with \(a=-p^\dagger v_1/(p^\dagger p)\). Equation (2) then returns \(c_2+2ac_1\), which is wrong unless \(ac_1=0\).

## 5. Pseudocode and cost

The scaled vectors \(x_n=v_n/n!\) and numbers \(a_n=c_n/n!\) remove the binomials, because \(\binom nm/n!=1/[m!(n-m)!]\).

```
input: L, jump operators J_k, trace row t, order n_max
p = solution of L p = 0 with one population row
    replaced by t p = 1
Q = identity - p t
R = Q pinv(L) Q
x[0] = p
for n = 1 ... n_max:
    for each k: y[k][n-1] = J_k x[n-1]
    for m = 1 ... n:
        g[m] = sum over k of (k^m / m!) y[k][n-m]
    a[n] = t . (sum over m of g[m])
    b    = sum over m of (a[m] x[n-m] - g[m])
    x[n] = R b
    c[n] = n! a[n]
```

A dense inverse costs \(O(d^3)\) once. Each order needs one product with \(R\), \(O(d^2)\), and one product with each \(J_k\). For \(K\) jump sizes, the remaining vector sums cost \(O(Kn_{\max}^2d)\) in total.

For a large sparse \(L\), \(R\) need not be formed. Replace one population row of \(L\) by \(\langle1|\), factorize once, and solve with \(b_n\) on the right, its replaced entry set to zero. The dropped row is minus the sum of the other population rows, so no equation is lost. The new matrix is invertible: a null vector would satisfy \(Lx=0\), hence \(x\propto p\), and zero trace then forces \(x=0\).

## 6. Example: a coherent double dot

The dot is empty (0) or holds one electron on the left (L) or right (R). Electrons enter L at rate \(\Gamma_L\) and leave R at rate \(\Gamma_R\), where they are counted. The Hamiltonian is

\[
\frac H\hbar=\frac\varepsilon2\big(|L\rangle\langle L|-|R\rangle\langle R|\big)+\Omega\big(|L\rangle\langle R|+|R\rangle\langle L|\big).
\]

The model has infinite bias and omits spin, double occupation, phonons and backflow. With \(x=\rho_{LR}\) and \(z=e^\chi\), \(L(\chi)\) gives

\[
\begin{aligned}
\dot\rho_0&=-\Gamma_L\rho_0+z\Gamma_R\rho_R,\\
\dot\rho_L&=\Gamma_L\rho_0-i\Omega(\rho_{RL}-x),\\
\dot\rho_R&=i\Omega(\rho_{RL}-x)-\Gamma_R\rho_R,\\
\dot x&=-(\Gamma_R/2+i\varepsilon)x+i\Omega(\rho_L-\rho_R),
\end{aligned}
\]

and \(\rho_{RL}\) obeys the last equation with \(i\to-i\).

For an eigenvector, put \(u=\lambda+\Gamma_R/2\). The coherences are \(x=i\Omega(\rho_L-\rho_R)/(u+i\varepsilon)\) and \(\rho_{RL}=-i\Omega(\rho_L-\rho_R)/(u-i\varepsilon)\). Substitution gives a transfer term

\[
i\Omega(\rho_{RL}-x)=W(\rho_L-\rho_R),\qquad W=\frac{2\Omega^2u}{u^2+\varepsilon^2}.
\]

At \(z=1\), \(\lambda=0\), the same current \(c_1\) passes each stage: \(p_0=c_1/\Gamma_L\), \(p_R=c_1/\Gamma_R\), \(p_L-p_R=c_1/W\). Normalization yields

\[
\frac1{c_1}=\frac1{\Gamma_L}+\frac2{\Gamma_R}+\frac{\varepsilon^2+\Gamma_R^2/4}{\Omega^2\Gamma_R}.
\]

Take \(\Gamma_L=2\), \(\Gamma_R=1\), \(\Omega=\varepsilon=0.5\), all in ns\(^{-1}\). Then \(1/c_1=0.5+2+2=4.5\) ns and \(c_1=2/9\) ns\(^{-1}\). The stationary state is \(p_0=1/9\), \(p_L=2/3\), \(p_R=2/9\), \(\rho_{LR}=(2/9)(1+i)\).

The second order can be done by hand. Write \(v_1=(a_0,a_L,a_R)\) for the populations and \(y+iw\) for the coherence \(LR\). Here \(L_m=J\) for all \(m\), and \(b_1=c_1p-Jp\). With rates in ns\(^{-1}\), the equations \(Lv_1=b_1\) are

\[
\begin{aligned}
-2a_0+a_R&=-16/81, & 2a_0-w&=12/81, & w-a_R&=4/81,\\
(w-y)/2&=4/81, & (a_L-a_R-y-w)/2&=4/81 .
\end{aligned}
\]

They give \(a_R=w-4/81\), \(a_0=w/2+6/81\), \(y=w-8/81\) and \(a_L=a_R+2w=3w-4/81\). Zero trace requires \(4.5w=2/81\), so \(w=4/729\) and

\[
(a_0,a_L,a_R)=\frac{(56,-24,-32)}{729},\qquad y=-\frac{68}{729}.
\]

Therefore

\[
c_2=\Gamma_Rp_R+2\Gamma_Ra_R=\frac{162-64}{729}=\frac{98}{729}=0.13443\ \text{ns}^{-1}.
\]

The Fano factor is \(c_2/c_1=0.605\), below the Poisson value 1. The correlation integral of Section 3 is therefore negative for these parameters. Its integrand starts at \(-c_1^2\), because the dot is empty just after a departure, but this alone does not fix the sign of the whole integral.

The same vector shows the fault of bare \(L^+\). Counting both coherences, \(p^\dagger v_1=(56-144-64-256)/(9\cdot729)=-408/6561\) and \(p^\dagger p=57/81\), so \(a=0.08837\). The returned value is \(0.13443+2(0.08837)(0.22222)=0.17371\) ns\(^{-1}\), too large by 29% of the correct \(c_2\).

In electrical units the current is \(ec_1=35.6\) pA. The one-sided zero-frequency noise, twice the long-time charge variance per unit time, is \(2e^2c_2=6.90\times10^{-30}\) A\(^2\)/Hz.

## 7. Numerical derivatives of the eigenvalue

The central difference of order \(n\) is

\[
D_n(h)=h^{-n}\sum_{k=0}^n(-1)^k\binom nk\lambda\big((n/2-k)h\big).
\]

With \(\partial=d/d\chi\), it equals \([2\sinh(h\partial/2)/h]^n\lambda\) at zero. Since \(2\sinh(h\partial/2)/h=\partial(1+h^2\partial^2/24+\dots)\), its leading relative truncation error is

\[
\frac{nh^2}{24}\frac{c_{n+2}}{c_n}.
\]

If each eigenvalue has an error up to \(\delta\), rounding contributes up to \(2^n\delta/h^n\). Reducing \(h\) lowers one error and raises the other.

At \(n=8\) the recursion gives \(c_8=-3.635\) and \(c_{10}=36.89\) ns\(^{-1}\), so truncation predicts a relative error of magnitude \(3.38h^2\). In double precision, the errors relative to the recursive \(c_8\) are 0.034 at \(h=0.1\) and 0.0086 at \(h=0.05\), close to the predicted 0.034 and 0.0085. At \(h=0.01\) truncation would leave 0.0003, but the error is 0.38 in one run: rounding has taken over, and this value changes by large factors with the eigenvalue routine.

One cure is more digits. Another is Cauchy's formula on a circle of radius \(r\), evaluated at \(M\) equally spaced angles \(\theta_j\):

\[
c_n=\frac{n!}{2\pi i}\oint\frac{\lambda(\chi)}{\chi^{n+1}}d\chi
\simeq\frac{n!}{Mr^n}\sum_{j=1}^{M}\lambda(re^{i\theta_j})e^{-in\theta_j}.
\]

The branch must be followed from \(\chi=0\) to the circle and around it, taking at each small step the eigenvalue nearest the previous one. Choosing the largest real part is not a safe substitute at complex \(\chi\), where branches may exchange that order. For the double dot on the circle used below, the two choices agree.

The circle must lie in a disc where \(\lambda\) is analytic. A disc without eigenvalue collisions suffices, since a simple root of the characteristic polynomial continues analytically. For the double dot, the third eigenvector equation gives \(\rho_L=(\lambda+\Gamma_R+W)\rho_R/W\), and the first gives \(\rho_0=z\Gamma_R\rho_R/(\lambda+\Gamma_L)\). Inserting both in the second,

\[
(\lambda+\Gamma_L)\left[(\lambda+W)(\lambda+\Gamma_R+W)-W^2\right]=z\Gamma_L\Gamma_RW .
\]

The square bracket is \(\lambda(\lambda+\Gamma_R)+2uW\). Multiplication by \(u^2+\varepsilon^2\) gives \(q(\lambda)=zs(\lambda)\), with

\[
\begin{aligned}
q&=(\lambda+\Gamma_L)\left[\lambda(\lambda+\Gamma_R)(u^2+\varepsilon^2)+4\Omega^2u^2\right],\\
s&=2\Gamma_L\Gamma_R\Omega^2u .
\end{aligned}
\]

A double root also satisfies \(q'=zs'\). Eliminating \(z\) leaves \(q's-qs'=0\), a polynomial equation solved numerically; then \(\chi_*=\ln(q/s)\). The nearest collisions are at \(\chi_*=-0.290\pm1.746i\), with \(|\chi_*|=1.770\). In general this distance is only a lower bound on the radius of convergence, because a collision need not involve the leading branch. Section 8 shows that here it is the radius itself.

The table uses \(r=0.75|\chi_*|=1.328\) and \(M=512\). The real-axis differences use \(h=10^{-8}\) and 160-digit arithmetic. Deviations are relative to the double-precision recursion.

| \(n\) | \(c_n\) (ns\(^{-1}\)) | differences | contour |
|---:|---:|---:|---:|
| 3 | −0.010263 | 7e−15 | 2e−14 |
| 4 | −0.097472 | 6e−16 | 7e−16 |
| 8 | −3.6352 | 4e−16 | 1e−14 |
| 12 | 144.09 | 1e−13 | 1e−12 |
| 15 | −1.4278e6 | 8e−15 | 3e−13 |
| 16 | 7.6118e6 | 2e−14 | 1e−14 |

The deviations peak at \(n=12\), where \(c_n\) is small beside \(c_{11}=-781\) and \(c_{13}=29619\) ns\(^{-1}\). Division by this small value is a plausible cause.

The low orders can also be read from the electron number itself. Start in \(p\), propagate \(\rho_n\) for \(0\le n\le60\) with a matrix exponential, and divide the change of each cumulant between 40 and 80 ns by 40 ns. The constant term of Section 2 cancels. The results are 0.22222, 0.13443, −0.01026 and −0.09747 ns\(^{-1}\), equal to \(c_1,\dots,c_4\) at this precision.

## 8. Growth of high cumulants

Cauchy's formula gives \(|c_n|\le n!\max|\lambda|/r^n\). On the circle used here \(\max|\lambda|=0.403\) ns\(^{-1}\), so at \(n=16\) the bound is \(9\times10^{10}\) ns\(^{-1}\), far above the actual \(7.6\times10^6\). The bound permits factorial growth but does not prove it. A conjugate pair of square-root branch points on the leading branch does produce such growth, with oscillating signs, if it is the singularity nearest to zero. To see whether the nearest pair is of this kind, follow the leading eigenvalue from \(\chi=0\) straight towards \(\chi_*=-0.290+1.746i\), stop at a distance 0.08, and circle \(\chi_*\) at that distance. One turn changes the eigenvalue from \(-0.337+0.282i\) to \(-0.520+0.191i\) ns\(^{-1}\), and a second turn restores it. The leading branch thus exchanges with another one at \(\chi_*\), and its radius of convergence is 1.770.

Growth is not universal. For a single level filled and emptied in one direction at equal rates \(\Gamma\), the characteristic equation is \((\lambda+\Gamma)^2=\Gamma^2e^\chi\). The leading branch \(\lambda=\Gamma(e^{\chi/2}-1)\) has no singularity at finite \(\chi\), and \(c_n=\Gamma/2^n\) decreases.

## 9. Counting in both directions

Let a single level exchange electrons with two leads of occupations \(f_L,f_R\), and count at the right lead. Then \(L_m=J_++(-1)^mJ_-\); using \(J_+-J_-\) at even orders would be wrong. Let \(A\) and \(B\) be the total filling and emptying rates. The eigenvalue obeys

\[
\lambda^2+(A+B)\lambda+AB=F(\chi),
\]

\[
F=\left[\Gamma_Lf_L+\Gamma_Rf_Re^{-\chi}\right]\left[\Gamma_L(1-f_L)+\Gamma_R(1-f_R)e^\chi\right].
\]

For \(\Gamma_L=1\), \(\Gamma_R=0.5\) ns\(^{-1}\), \(f_L=0.8\), \(f_R=0.3\), one has \(A+B=1.5\) ns\(^{-1}\) and \(F=0.2125+0.28e^\chi+0.03e^{-\chi}\) ns\(^{-2}\). Differentiating once and twice at zero,

\[
1.5c_1=0.25,\qquad 2c_1^2+1.5c_2=0.31,
\]

so \(c_1=0.16667\) and \(c_2=0.16963\) ns\(^{-1}\), the values the recursion returns. Here \(c_2>c_1\): backward jumps reduce the mean but add to \(\langle1|L_2|p\rangle\).

## 10. Stability and failure modes

**Small gap.** Consider two states that emit electrons at rates \(I_1,I_2\) without changing, and switch with total rate \(g\). The switching generator has eigenvalues \(0,-g\), so \(L=-gQ\) and \(R=-Q/g\). Hence

\[
c_2=\bar I+\frac2g\left(\overline{I^2}-\bar I^2\right)=\bar I+\frac{2p_1p_2(I_1-I_2)^2}{g},
\]

which diverges as \(g\to0\). The large value is physical, but it describes measurements much longer than \(1/g\). Numerically, a singular-value cutoff must discard one singular value of \(L\) and keep the small one belonging to the slow mode.

**Several stationary states.** If zero is degenerate, \(P\) is no longer \(|p\rangle\langle1|\), and the long-time statistics can depend on the initial state. Treat disconnected sectors separately.

**Wrong generator.** A memory kernel makes the effective generator depend on \(\lambda\) as well as \(\chi\), which adds terms absent from (1). A driven \(L(t)\) likewise has no single eigenvalue problem of the form used here.

**Loss of trace.** Rounding can give \(v_n\) a small component along \(p\), which acts like the error of Section 4. Monitoring \(\langle1|v_n\rangle\) relative to the norm of \(v_n\) exposes it, and applying \(Q\) removes it.

All numerical values are calculated from the stated model.
